# The Oliveira-Gross-Kohn Theorem at Finite Temperature, with the Nuclear Density

**Setting.** Electrons of mass $m$ and charge $-e$ interact with a fixed number of quantum nuclei with masses $M_a$, charges $Z_ae$ and positions $R=(\mathbf R_1,\mathbf R_2,\dots)$. The electron number fluctuates, with chemical potential $\mu$. In Gaussian units let

$$K=K_0+\int u\,\hat n\,d\mathbf r-\iint\left[\Delta^*(\mathbf r,\mathbf r')\psi_\uparrow(\mathbf r)\psi_\downarrow(\mathbf r')+\text{h.c.}\right]d\mathbf r\,d\mathbf r'+W(R),$$

where $u=v-\mu$, $v$ is the external potential, $\Delta$ is the external pairing potential and $\hat n=\sum_\sigma\psi_\sigma^\dagger\psi_\sigma$. The potential $W$ contains the nuclear repulsion and any external potential on the nuclei. The fixed part is $K_0=T_e+T_n+U_{ee}+U_{en}$, with

$$T_e=-\frac{\hbar^2}{2m}\sum_\sigma\int\psi_\sigma^\dagger\nabla^2\psi_\sigma\,d\mathbf r,\qquad T_n=-\sum_a\frac{\hbar^2}{2M_a}\nabla_a^2,$$

$$U_{ee}=\frac{e^2}{2}\sum_{\sigma\sigma'}\iint\frac{\psi_\sigma^\dagger(\mathbf r)\psi_{\sigma'}^\dagger(\mathbf r')\psi_{\sigma'}(\mathbf r')\psi_\sigma(\mathbf r)}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',\qquad U_{en}=-\sum_aZ_ae^2\int\frac{\hat n(\mathbf r)}{|\mathbf r-\mathbf R_a|}\,d\mathbf r .$$

The densities are $n=\langle\hat n\rangle$, $\chi(\mathbf r,\mathbf r')=\langle\psi_\uparrow(\mathbf r)\psi_\downarrow(\mathbf r')\rangle$ and $\Gamma(R)$, the probability density of all nuclear positions together, with $\int\Gamma\,dR=1$.

The temperature $T>0$ is fixed and $\beta=1/kT$. The system is confined, so that $Z=\mathrm{Tr}\,e^{-\beta K}$ is finite, and all expectation values used below, including those of one $K$ in the state of another, are assumed finite. For identical nuclei $W$ is symmetric under their exchange. The equilibrium state is $\rho=e^{\beta(\Omega-K)}$ with $\Omega=-kT\ln Z$.

## (a) The Gibbs principle

**Show that $\mathrm{Tr}\,\rho'(K+kT\ln\rho')\ge\Omega$ for every density operator $\rho'$ with finite terms, with equality only for $\rho'=\rho$.**

**Solution.** Since $\ln\rho=\beta(\Omega-K)$, we have $K=\Omega-kT\ln\rho$. With $\mathrm{Tr}\,\rho'=1$,

$$\mathrm{Tr}\,\rho'(K+kT\ln\rho')=\Omega+kT\,S(\rho'\|\rho),\qquad S(\rho'\|\rho)=\mathrm{Tr}\,\rho'(\ln\rho'-\ln\rho).\tag{1}$$

Let $\rho'|i'\rangle=p'_i|i'\rangle$, $\rho|j\rangle=p_j|j\rangle$ and $c_{ij}=|\langle i'|j\rangle|^2$. Completeness gives $\sum_ic_{ij}=\sum_jc_{ij}=1$, so $\sum_{ij}c_{ij}(p_j-p'_i)=1-1=0$. Adding this zero,

$$S(\rho'\|\rho)=\sum_{ij}c_{ij}\left[p'_i\ln\frac{p'_i}{p_j}-p'_i+p_j\right].$$

For fixed $b>0$ the function $f(a)=a\ln(a/b)-a+b$ has $f'=\ln(a/b)$ and $f''=1/a>0$. Its minimum is $f(b)=0$, and $f(0)=b>0$. Every term is therefore nonnegative, and $S\ge0$.

If $S=0$, then $p'_i=p_j$ whenever $\langle i'|j\rangle\ne0$. Hence $\langle i'|\rho'|j\rangle=p'_i\langle i'|j\rangle=p_j\langle i'|j\rangle=\langle i'|\rho|j\rangle$ for all $i,j$, which means $\rho'=\rho$.

## (b) From the state to the potentials

**Two sets of potentials give the same equilibrium state. How can they differ?**

**Solution.** Let $\delta$ denote primed minus unprimed quantities. Taking logarithms of $e^{\beta(\Omega-K)}=e^{\beta(\Omega'-K')}$ gives $\delta K=\Omega'-\Omega\equiv C$, a number. The logarithm exists because every eigenvalue of $\rho$ is positive at $T>0$. We compare matrix elements at fixed $R$; for continuous positions these are understood after smearing with wave packets.

- In the electron vacuum $|0\rangle$ the diagonal element is $\delta W(R)=C$.
- In a one-electron state at $\mathbf r$ it is $\delta W(R)+\delta u(\mathbf r)=C$, so $\delta u=0$.
- Between the vacuum and a pair, moving $\psi_\downarrow$ past $\psi_\uparrow^\dagger$ produces one minus sign:

$$\psi_\uparrow(\mathbf s)\psi_\downarrow(\mathbf s')\psi_\uparrow^\dagger(\mathbf r)\psi_\downarrow^\dagger(\mathbf r')|0\rangle=-\delta(\mathbf s-\mathbf r)\delta(\mathbf s'-\mathbf r')|0\rangle .$$

With the minus sign in $K$ this gives $\langle0|\delta K\,\psi_\uparrow^\dagger(\mathbf r)\psi_\downarrow^\dagger(\mathbf r')|0\rangle=\delta\Delta^*(\mathbf r,\mathbf r')$. A number $C$ does not connect these orthogonal states, so $\delta\Delta=0$.

The remaining freedom is a constant in $W$. It is real: $W\to W+C$ shifts $\Omega$ by $C$ and leaves $\rho$ unchanged, because the number of nuclei is fixed. The electron potential has no such freedom, because the electron number fluctuates. What is determined is $v-\mu$, so $v$ follows once $\mu$ is given.

## (c) From the densities to the state

**Express $S(\rho\|\rho')+S(\rho'\|\rho)$ through the changes of potentials and densities, and deduce the theorem.**

**Solution.** Insert $kT\ln\rho'=\Omega'-K'$ into (1), and then exchange the roles of the two states:

$$kT\,S(\rho'\|\rho)=\mathrm{Tr}\,\rho'(K-K')+\Omega'-\Omega,\qquad kT\,S(\rho\|\rho')=\mathrm{Tr}\,\rho(K'-K)+\Omega-\Omega'.$$

The grand potentials cancel in the sum, which equals $-\mathrm{Tr}(\rho'-\rho)\,\delta K$. The fixed part $K_0$ drops out of $\delta K$, leaving

$$kT\left[S(\rho\|\rho')+S(\rho'\|\rho)\right]=-\int\delta u\,\delta n\,d\mathbf r+2\,\mathrm{Re}\iint\delta\Delta^*\,\delta\chi\,d\mathbf r\,d\mathbf r'-\int\delta W\,\delta\Gamma\,dR.\tag{2}$$

If $n$, $\chi$ and $\Gamma$ agree, the right side vanishes. Both entropies are nonnegative, so both vanish, and (a) gives $\rho'=\rho$. Then (b) gives the result: **at fixed $T>0$, $(n,\chi,\Gamma)$ determines $v-\mu$ and $\Delta$, and determines $W$ up to a constant.**

Without quantum nuclei the terms in $W$ and $\Gamma$ are absent, and the vacuum element in (b) gives $C=0$. The pair $(n,\chi)$ then determines $(v-\mu,\Delta)$, which is the Oliveira-Gross-Kohn theorem. The attraction of clamped nuclei is part of $v$ in that case.

The theorem asserts uniqueness. It does not say that every given triple of functions belongs to some set of potentials.

If $\Delta=0$ in a finite system, $K$ and hence $\rho$ commute with the electron number, whereas $\psi_\uparrow\psi_\downarrow$ lowers it by two. The trace then gives $\chi=0$. A spontaneous $\chi$ is defined by letting the system become infinite first and $\Delta$ go to zero afterwards.

## (d) The density functional

**Construct a functional of the densities that is minimal at equilibrium. What does the theorem say about a noninteracting system with the same densities?**

**Solution.** Equilibrium densities fix $\rho$, so the following is a functional of them, independent of the potentials under study:

$$F[n,\chi,\Gamma]=\mathrm{Tr}\,\rho\,(K_0+kT\ln\rho).$$

For given potentials $(u,\Delta,W)$ and densities $(n',\chi',\Gamma')$ belonging to another equilibrium state $\rho'$, equation (1) reads

$$F[n',\chi',\Gamma']+\int u\,n'\,d\mathbf r-2\,\mathrm{Re}\iint\Delta^*\chi'\,d\mathbf r\,d\mathbf r'+\int W\Gamma'\,dR=\Omega+kT\,S(\rho'\|\rho)\ge\Omega.\tag{3}$$

The minimum is reached at the true equilibrium densities and nowhere else.

The form of $U_{ee}$ and $U_{en}$ was never used in (a) to (c). The proof therefore also holds when both are removed from $K_0$. If Kohn-Sham potentials $(v_s-\mu,\Delta_s,W_s)$ reproducing the interacting densities exist, they are unique up to a constant in $W_s$.

## (e) One site, and the limit of zero temperature

**For $K=\xi(n_\uparrow+n_\downarrow)-(\Delta^*c_\uparrow c_\downarrow+\text{h.c.})$, find $(\xi,\Delta)$ from $(n,\chi)$. What happens at $T=0$?**

**Solution.** The two one-electron states have energy $\xi$. In the basis $|0\rangle$, $c_\uparrow^\dagger c_\downarrow^\dagger|0\rangle$ the matrix of $K$ is

$$\begin{pmatrix}0&\Delta^*\\ \Delta&2\xi\end{pmatrix},\qquad\text{with eigenvalues }\xi\pm E,\quad E=\sqrt{\xi^2+|\Delta|^2}.$$

Hence $Z=e^{-\beta\xi}(2+2\cosh\beta E)=4e^{-\beta\xi}\cosh^2(\beta E/2)$ and $\Omega=\xi-2kT\ln[2\cosh(\beta E/2)]$. A derivative of $\Omega$ is the mean of the same derivative of $K$, so

$$n=\frac{\partial\Omega}{\partial\xi}=1-\frac{\xi}{E}\tanh\frac{\beta E}{2},\qquad\chi=-\frac{\partial\Omega}{\partial\Delta^*}=\frac{\Delta}{2E}\tanh\frac{\beta E}{2}.$$

Define $R=\sqrt{(1-n)^2+4|\chi|^2}$. Since $\xi^2+|\Delta|^2=E^2$, $R=\tanh(\beta E/2)$, and for $R>0$

$$E=2kT\,\mathrm{artanh}\,R,\qquad\xi=\frac{E(1-n)}{R},\qquad\Delta=\frac{2E\chi}{R}.$$

If $R=0$, both potentials vanish.

At 300 K, $kT=25.852$ meV. Diagonalization with $\xi=30$ meV and $\Delta=24+32i$ meV gives $n=0.5516$ and $\chi=0.1794+0.2392i$. Then $R=\sqrt{0.2011+0.3575}=0.7474$ and $E=50.00$ meV. The inversion returns $\xi=50.00\times0.4484/0.7474=30.0$ meV and $\Delta=24.0+32.0i$ meV.

As $T\to0$, $R\to1$ and the densities depend on the ratios $\xi/E$ and $\Delta/E$ alone. The potentials above and their doubles both give $n=0.40$ and $\chi=0.24+0.32i$, so uniqueness fails in this model. It need not fail in every system at $T=0$: for the model of (f) with set A, a constant in $W$ is the only change of the potentials that keeps the ground state. The step that breaks is the logarithm in (b): a pure ground state has zero eigenvalues. At 300 K doubling the potentials changes $n$ from 0.552 to 0.425.

At $T=0$ a gap has the same effect. If $\Delta=0$, a uniform shift $c$ of $u$ adds $cN$ to $K$, where $N$ is the electron number. The eigenstates can be kept, and the ground state stays the same until another level crosses it.

## (f) Interacting electrons and a quantum nucleus

**Check (2) and (3) on a model with two sites and one nucleus, and decide whether $\chi$ or $\Gamma$ could be omitted.**

**Solution.** The electrons have the hopping term $-t\sum_\sigma(c_{1\sigma}^\dagger c_{2\sigma}+\text{h.c.})$ with $t=50$ meV, on-site repulsion 100 meV and intersite repulsion 30 meV. A nucleus of mass 10 u moves on six points spaced by 0.1 Å, from $x=-0.25$ to $0.25$ Å, and couples to the electrons through $g\,x\,(n_1-n_2)$ with $g=200$ meV/Å. Its kinetic energy is the three-point difference, with $2\tau$ on the diagonal and $-\tau$ between neighbouring points, $\tau=\hbar^2/(2Ma^2)=20.90$ meV for the spacing $a=0.1$ Å, and the wave function vanishes beyond the end points. The numbers below depend on this choice. Integrals become sums, and $\Gamma$ is the probability per grid point. The derivation is unchanged. Two sets of potentials, in meV, are

- A: $u=(-60,-20)$, $W=(60,20,0,5,30,80)$, $(\Delta_{11},\Delta_{12},\Delta_{21},\Delta_{22})=(20,\,8+4i,\,2-6i,\,10+10i)$;
- B: $u=(-40,-30)$, $W=(80,40,0,-20,10,50)$, $(\Delta_{11},\Delta_{12},\Delta_{21},\Delta_{22})=(10,0,0,15)$.

Exact diagonalization at 300 K gives $n_A=(1.0984,0.5804)$ and $n_B=(0.7939,0.8262)$. With $\delta$ meaning B minus A, the first term of (2) is

$$-[20\times(-0.3045)+(-10)\times0.2458]=6.090+2.458=8.548\ \text{meV}.$$

The pairing term is 2.217 meV and the nuclear term 13.919 meV, so the right side is 24.684 meV. The entropies, computed separately from the two states, give $12.909+11.775=24.684$ meV.

For (3), the functional with potentials A at densities B is $-135.581$ meV, while $\Omega_A=-147.356$ meV. The excess, 11.775 meV, equals $kT\,S(\rho_B\|\rho_A)$. With the constant in $W$ fixed by $W=0$ at the third grid point, numerical inversion recovers potentials A from their densities, starting from three different guesses. The Kohn-Sham potentials for densities A have $u_s=(0.69,38.82)$ meV and $\Delta_{s,11}=8.72-0.25i$ meV, well away from the interacting values.

**Omitting $\chi$.** Let $\mathcal U=e^{i\theta N/2}$. Then $\mathcal U\psi\,\mathcal U^\dagger=e^{-i\theta/2}\psi$, so $\mathcal UK\,\mathcal U^\dagger$ is $K$ with $\Delta$ replaced by $e^{i\theta}\Delta$. The new state $\mathcal U\rho\,\mathcal U^\dagger$ has the same $n$ and $\Gamma$, while $\chi$ becomes $e^{i\theta}\chi$. Without $\chi$ the phase of $\Delta$ is undetermined. Its magnitude is not fixed either: $\Delta=0$ with $u=(-59.79,-19.57)$ meV and a $W$ within 0.05 meV of set A reproduces $n_A$ and $\Gamma_A$.

**Omitting $\Gamma$.** Take $W$ from set B and adjust the other potentials to $u=(-70.48,-9.50)$ meV, with each $\Delta_{ij}$ within 0.1 meV of set A. This reproduces $n_A$ and $\chi_A$, but the probability at $x=0.05$ Å is 0.385 instead of 0.213. When $W$ is free, $n$ and $\chi$ do not determine the potentials.

How much of $\Gamma$ is needed depends on the freedom allowed in $W$. For identical nuclei with $\delta W=\sum_a\delta w(\mathbf R_a)$, the last term of (2) becomes $-\int\delta w\,\delta n_{\rm nuc}\,d\mathbf R$, where $n_{\rm nuc}$ is the one-body nuclear density. That density then suffices. For a general many-body $W$ the proof uses the full $\Gamma(R)$.

## Computed results

```
temperature: 300 K; kT: 25.8520 meV
ONE SITE, no interaction
input xi: 30.0 meV; Delta: 24.0+32.0j meV
n: 0.551559; chi: 0.179376+0.239169j
R: 0.747402; E from R: 50.0000 meV
recovered xi: 30.0000 meV; Delta: 24.0000+32.0000j meV
T=0 n: 0.4000; chi: 0.2400+0.3200j
T=0, doubled potentials, n: 0.4000; chi: 0.2400+0.3200j
300 K, doubled potentials, n: 0.4246; chi: 0.2302+0.3069j
TWO SITES AND ONE NUCLEUS (pair order 11 12 21 22)
hopping: 50 meV; U: 100 meV; intersite V: 30 meV
electron-nucleus coupling: 200 meV/angstrom
nuclear mass: 10 u; grid spacing: 0.1 angstrom
hbar^2/(2 M a^2): 20.9008 meV; states: 96
grid x (angstrom): -0.25 -0.15 -0.05 0.05 0.15 0.25
A v-mu (meV): -60.0 -20.0
A Delta (meV): 20.0+0.0j 8.0+4.0j 2.0-6.0j 10.0+10.0j
A W (meV): 60.0 20.0 0.0 5.0 30.0 80.0
A n: 1.0984 0.5804
A chi: 0.0684+0.0042j 0.0411+0.0070j 0.0258-0.0180j 0.0373+0.0278j
A Gamma per grid point: 0.1038 0.2585 0.3267 0.2129 0.0830 0.0151
B v-mu (meV): -40.0 -30.0
B Delta (meV): 10.0+0.0j 0.0+0.0j 0.0+0.0j 15.0+0.0j
B W (meV): 80.0 40.0 0.0 -20.0 10.0 50.0
B n: 0.7939 0.8262
B chi: 0.0358-0.0000j 0.0062-0.0000j 0.0062-0.0000j 0.0471-0.0000j
B Gamma per grid point: 0.0231 0.0745 0.2336 0.4278 0.1867 0.0544
rank of 16 density operators plus unity: 16
kT S(A|B): 12.90854 meV; kT S(B|A): 11.77525 meV
sum of both: 24.68379 meV
work terms v, Delta, W (meV): 8.54788 2.21686 13.91904
sum of work terms: 24.68379 meV
Omega A: -147.35616 meV; Omega B: -141.70209 meV
F at densities B: -83.89077 meV
functional of A at densities B: -135.58091 meV
excess over Omega A: 11.77525 meV
weakest curvature of Omega: -4.337e-04 1/meV
largest error of recovered potentials: 1.1e-13 meV
Kohn-Sham v-mu (meV): 0.686 38.815
Kohn-Sham Delta (meV): 8.717-0.249j 5.430+2.396j 1.610-3.934j 4.630+5.220j
Kohn-Sham W (meV): 26.581 6.447 0.000 11.886 36.949 80.203
Delta phase turned by 1 rad: largest chi change 0.0658
W of set B with n and chi of set A:
adjusted v-mu (meV): -70.481 -9.502
adjusted Delta (meV): 20.083-0.010j 7.943+3.983j 1.974-5.963j 9.976+10.005j
resulting Gamma: 0.0520 0.1256 0.2875 0.3853 0.1232 0.0263
gap test, Delta=0, v-mu: -80 and -70 meV
T=0 electron numbers: 2.000000 2.000000
300 K electron numbers: 2.000000 1.928581
```
